# The triplet ground state of O2 and its 2K singlet gap

Take the two outermost electrons of O$_2$ at a bond length of 1.21 Å, with the molecular orbitals of a restricted open-shell Hartree-Fock calculation held fixed. Putting both electrons into one real antibonding $\pi$ orbital with opposite spins gives an energy 1.941 eV above the triplet. Yet the lowest singlet state built from the same orbitals lies only 1.294 eV above it. The two numbers stand in the ratio 3:2. Both are multiples of one exchange integral, $K=0.647$ eV, and the theorem below shows why.

## Setting and statement

O$_2$ has 16 electrons. Fourteen fill closed shells, and two remain for a degenerate antibonding pair. Let $z$ be the molecular axis and $\varphi$ the angle about it. The pair is

$$x=f\cos\varphi,\qquad y=f\sin\varphi ,$$

where $f$ is real and depends on $z$ and the distance from the axis. From here on, $x$ and $y$ denote these normalized orbitals. Hartree atomic units are used in the algebra and eV in the example. For real densities $u,v$ define

$$(u|v)=\iint \frac{u(\mathbf r_1)\,v(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 ,$$

$$J_{xx}=(xx|xx),\quad J_{xy}=(xx|yy),\quad K=(xy|xy).$$

The assumptions are:

1. The nuclei are fixed and the molecule is axially symmetric.
2. The closed shells and the pair $x,y$ are the same in all states, and no other configuration is mixed in.
3. Spin-orbit coupling is absent.

**Theorem.** Under these assumptions the six states of the two electrons form three levels. Apart from a common constant, their energies are

$$E({}^3\Sigma_g^-)=J_{xy}-K,\quad E({}^1\Delta_g)=J_{xy}+K,\quad E({}^1\Sigma_g^+)=J_{xy}+3K,$$

with three, two and one states. Since $K>0$, the triplet is lowest, and the lowest singlet excitation costs $2K$.

## Four lemmas

**Lemma 1.** The closed shells and the one-electron energies shift all six states equally.

*Proof.* A filled orbital $c$ holds one electron of each spin. It therefore acts on an outer electron through a Coulomb term counted twice and an exchange term counted once, whichever spin the outer electron has. Together with the kinetic energy and the nuclear attraction this defines a one-electron operator $h$, with

$$\langle p|h|q\rangle=h^{0}_{pq}+\sum_c\left[2(pq|cc)-(pc|cq)\right],\qquad p,q\in\{x,y\},$$

where $h^0$ is the kinetic energy plus nuclear attraction. The closed shells also have an internal energy, the same for all six states.

A turn by 90° about the axis sends $x\to y$ and $y\to -x$, and leaves $h$ unchanged. Hence $\langle x|h|x\rangle=\langle y|h|y\rangle=\varepsilon$. The same turn gives $\langle x|h|y\rangle=-\langle y|h|x\rangle$. For real orbitals these two elements are also equal, so both vanish. Within the pair $h$ is $\varepsilon$ times the identity, and two electrons contribute $2\varepsilon$ in every state. $\square$

Only the repulsion $1/r_{12}$ between the two outer electrons can now separate the levels.

**Lemma 2.** The repulsion is diagonal in the space functions

$$T=\frac{xy-yx}{\sqrt2},\quad S=\frac{xy+yx}{\sqrt2},\quad D=\frac{xx-yy}{\sqrt2},\quad P=\frac{xx+yy}{\sqrt2},$$

where $xy$ means $x(\mathbf r_1)y(\mathbf r_2)$. Its values are $J_{xy}-K$, $J_{xy}+K$, $J_{xx}-K$ and $J_{xx}+K$.

*Proof.* The total wavefunction must change sign when the electrons are exchanged. The antisymmetric $T$ takes the three symmetric spin functions of the triplet. The symmetric $S,D,P$ each take the antisymmetric singlet spin function. This makes $3+3=6$ states, the number of ways to place two electrons in four spin orbitals.

For product functions, $\langle ab|1/r_{12}|cd\rangle=(ac|bd)$, because electron 1 carries $a,c$ and electron 2 carries $b,d$. Thus $\langle xy|1/r_{12}|xy\rangle=J_{xy}$, while $\langle xy|1/r_{12}|yx\rangle=K$ and $\langle xx|1/r_{12}|yy\rangle=K$. For $T$ (upper sign) and $S$ (lower sign),

$$\tfrac12\left[J_{xy}\mp K\mp K+J_{xy}\right]=J_{xy}\mp K .$$

The 90° turn gives $(yy|yy)=J_{xx}$. Hence for $D$ and $P$,

$$\tfrac12\left[J_{xx}\mp K\mp K+J_{xx}\right]=J_{xx}\mp K .$$

It remains to exclude couplings. $T$ differs from the others in spin. The reflection $y\to-y$ reverses $S$ but leaves $D$ and $P$ unchanged, so $S$ couples to neither. Finally,

$$\langle D|1/r_{12}|P\rangle=\tfrac12\left[J_{xx}+K-K-J_{xx}\right]=0 .\qquad\square$$

**Lemma 3.** Axial symmetry requires $J_{xx}-J_{xy}=2K$.

*Proof.* Turn the pair by 45°:

$$x'=\frac{x+y}{\sqrt2},\qquad y'=\frac{-x+y}{\sqrt2}.$$

The product of the turned orbitals is

$$x'y'=\tfrac12\left(-x^2+xy-yx+y^2\right)=\tfrac12\left(y^2-x^2\right).$$

This density is the density $xy$ carried rigidly about the axis, so its self-repulsion is still $K$:

$$K=\tfrac14\left[(yy|yy)-2(xx|yy)+(xx|xx)\right]=\tfrac12\left(J_{xx}-J_{xy}\right).\qquad\square$$

The proof uses a 45° turn that carries the pair into combinations of itself, as full axial symmetry ensures. Being 90° copies of each other is not enough: the degenerate pair of a square molecule need not obey the identity. Orbitals of unequal size also fail. For a $p_x$ and a $p_y$ Gaussian orbital on one centre with exponents 1 and 4, the mean of the two self-repulsions minus the mutual repulsion is 6.6 times $2K$. With equal exponents it equals $2K$.

**Lemma 4.** $K>0$.

*Proof.* Let $\rho=xy$ and $\tilde\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. Since the Fourier transform of $1/r$ is $4\pi/k^2$,

$$K=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho(\mathbf k)|^2=\frac{1}{2\pi^2}\int_0^\infty\! dk\int d\Omega\,|\tilde\rho(\mathbf k)|^2 .$$

The factor $k^2$ in $d^3k=k^2\,dk\,d\Omega$ has cancelled the one in the denominator. The integrand is nowhere negative, and it is not zero everywhere because $\rho$ is not. $\square$

The density $\rho=\tfrac12f^2\sin2\varphi$ has alternating positive and negative sectors and zero total charge. Its repulsion energy is positive, but contributions of opposite sign cancel in large part. In the example $K$ is about 4% of $J_{xy}$.

## Proof of the theorem

Insert $J_{xx}=J_{xy}+2K$ into Lemma 2. The energy of $D$ becomes $J_{xy}+K$, equal to that of $S$, and the energy of $P$ becomes $J_{xy}+3K$. The triplet stays at $J_{xy}-K$. By Lemma 4 this is the lowest level, and the next lies higher by

$$(J_{xy}+K)-(J_{xy}-K)=2K .$$

The labels follow from the angular momentum about the axis, $l_z=-i\,\partial/\partial\varphi$ for each electron. It gives $l_zx=iy$ and $l_zy=-ix$. With $L_z=l_{z1}+l_{z2}$,

$$L_z(xy)=i(yy-xx)=L_z(yx),\qquad L_z(xx)=i(xy+yx)=-L_z(yy).$$

Therefore $L_zT=0$, $L_zP=0$, $L_zS=-2iD$ and $L_zD=2iS$. Applying $L_z$ twice to $S$ or $D$ multiplies it by 4, so this pair has $L_z=\pm2$ and is a $\Delta$ level. $T$ and $P$ are $\Sigma$ states. The reflection $y\to-y$ reverses $T$ and preserves $P$, which gives the superscripts $-$ and $+$. The antibonding $\pi$ orbitals of O$_2$ are even under inversion, so every product of two is even, which is the subscript $g$. $\square$

**Remark 1: what lowers the triplet.** The function $T$ vanishes when $\mathbf r_1=\mathbf r_2$, whereas $S$ does not vanish there in general. Both have the same one-electron density, and by Lemma 1 the same one-electron energy. In this model their separation is entirely a difference in electron repulsion. This reading depends on the fixed orbitals. If ${}^1\Delta_g$ of O$_2$ is given its own optimized orbitals (one configuration, cc-pVTZ), the gap barely changes, from 1.294 to 1.266 eV. The electron repulsion of the singlet is then about 0.5 eV lower than that of the triplet, its nuclear attraction energy about 2.9 eV higher and its kinetic energy about 1.1 eV lower.

**Remark 2: which exchange integral.** The factor two belongs to real orbitals. For $\pi_\pm=(x\pm iy)/\sqrt2$,

$$\pi_+^*\pi_-=\tfrac12(x-iy)^2=A-iB,\quad A=\tfrac12(x^2-y^2),\quad B=xy .$$

The exchange integral is the repulsion between this density and its complex conjugate:

$$K_{+-}=(A-iB|A+iB)=(A|A)+(B|B)=2K .$$

The cross terms cancel, and $(A|A)=K$ by Lemma 3. The same excitation is thus twice the real exchange integral, or once the complex one.

**Remark 3: paired electrons in one orbital.** Since $xx=(D+P)/\sqrt2$, the determinant with both electrons in $x$ is half ${}^1\Delta_g$ and half ${}^1\Sigma_g^+$. Its mean energy above the triplet is $\tfrac12(2K)+\tfrac12(4K)=3K$. It is not a stationary state of the free molecule. The value $3K$ belongs to a real orbital: with both electrons in $\pi_+$ the space function is $(D+iS)/\sqrt2$, which is pure ${}^1\Delta_g$ and costs $2K$. This accounts for the ratio 3:2 in the opening numbers.

## The numbers for O$_2$

The orbitals come from the triplet Hartree-Fock calculation in the cc-pVTZ basis. Their repulsion integrals are $J_{xx}=16.821$ eV and $J_{xy}=15.527$ eV. Lemma 3 gives

$$K=\tfrac12(16.821-15.527)\ \text{eV}=0.647\ \text{eV}.$$

Direct evaluation of $(xy|xy)$ gives the same value, as does numerical quadrature of the Fourier integral in Lemma 4. The levels are

$$\begin{aligned}
{}^3\Sigma_g^-:&\quad 15.527-0.647=14.880\ \text{eV},\\
{}^1\Delta_g:&\quad 15.527+0.647=16.174\ \text{eV},\\
{}^1\Sigma_g^+:&\quad 15.527+3(0.647)=17.468\ \text{eV}.
\end{aligned}$$

The lowest excitation is $2K=1.294$ eV, or 124.8 kJ/mol, and the second is $4K=2.588$ eV. Across cc-pVDZ, aug-cc-pVTZ and cc-pVQZ, $2K$ is 1.293, 1.292 and 1.294 eV, so it is stable to about 0.002 eV. The integrals $J_{xx}$ and $J_{xy}$, and with them the absolute levels, move by up to 0.02 eV.

The larger error is the restriction to one configuration with fixed orbitals. A full-valence CASSCF calculation distributes 12 electrons over 8 orbitals in all possible ways. Its orbitals were optimized for the equally weighted average of one triplet component and the three singlets. At the same bond length and in the cc-pVTZ basis it gives excitations of 0.958 and 1.491 eV (0.957 and 1.485 eV in cc-pVDZ, 0.957 and 1.490 eV in cc-pVQZ). Relative to these values, $2K$ is too large by 35% and $4K$ by 74%. The ratio of the excitations falls from 2 to 1.56, so no single effective $K$ reproduces both.

The calculation changes the orbitals and the configurations together, but the two can be separated, because by Lemma 1 the one-configuration gaps depend only on the pair. Evaluated on the CASSCF pair, $2K=1.290$ eV and $4K=2.579$ eV, so the change of orbitals accounts for less than 0.01 eV. The rest comes from mixing in other configurations, which lowers ${}^1\Delta_g$ by 0.331 eV and ${}^1\Sigma_g^+$ by 1.088 eV relative to the triplet. CASSCF itself leaves out most dynamic correlation, the short-range avoidance of electrons that needs orbitals beyond the valence set.

## When a surface splits the pair

Near a surface the two orbitals need not be degenerate. Let their energies be $-\delta/2$ for $x$ and $+\delta/2$ for $y$, with $J_{xx}$, $J_{xy}$ and $K$ held fixed and two electrons still in the pair.

**Proposition.** The gap from the triplet to the lowest singlet is

$$G(\delta)=3K-\sqrt{K^2+\delta^2},$$

and the triplet ceases to be lowest at $\delta=2\sqrt2\,K$.

*Proof.* $T$ and $S$ have one electron in each orbital, so the splitting cancels in their energies. The functions $xx$ and $yy$ move to $J_{xx}-\delta$ and $J_{xx}+\delta$, and the repulsion couples them by $K$. The $2\times2$ matrix has eigenvalues $J_{xx}\pm\sqrt{K^2+\delta^2}$. The lower one does not exceed $J_{xx}-K$, the energy of $S$, and is therefore the lowest singlet. Subtracting the triplet energy gives

$$J_{xx}-\sqrt{K^2+\delta^2}-J_{xy}+K=3K-\sqrt{K^2+\delta^2}.$$

This vanishes when $K^2+\delta^2=9K^2$, that is, at $\delta=2\sqrt2\,K$. $\square$

For $\delta\ll K$ the gap is $2K-\delta^2/(2K)$, so a weak splitting acts only in second order. For $\delta\gg K$ it tends to $3K-\delta$: both electrons sit in the lower orbital, at the cost $3K$ of Remark 3 less the orbital energy gained. With $K=0.647$ eV, a splitting $\delta=K$ reduces the gap from 1.294 to 1.026 eV, and the gap closes at $\delta=1.830$ eV. These values inherit the single-configuration error found above. The same splitting applied within the full-valence space, with the CASSCF orbitals held fixed, gives a gap of 0.565 eV at $\delta=0.647$ eV and closes it at $\delta=1.28$ eV.

## Spin-orbit coupling and temperature

Within the pair, spin-orbit coupling takes the form $a\,l_zs_z$ for each electron, because $l_x$ and $l_y$ have no elements between states with $l_z=\pm1$. The determinant with $\pi_+$ spin up and $\pi_-$ spin down has energy $a/2+a/2=a$. With both spins reversed it has $-a$. The triplet component with $M_S=0$ and ${}^1\Sigma_g^+$ are the two equal-weight combinations of these determinants. Their diagonal shifts vanish and they are coupled with strength $a$. With levels at 0 and $4K$, the lower root is $2K-\sqrt{4K^2+a^2}$, so this component drops by

$$\sqrt{4K^2+a^2}-2K\simeq\frac{a^2}{4K}\qquad(a\ll K).$$

Using the attraction of the bare nuclei gives $a=33.3$ meV and a lowering of $33.3^2/2588=0.43$ meV. This $a$ depends on the basis (32.3 meV in cc-pVDZ, 33.7 meV in cc-pVQZ). Screening by the other electrons is left out, which overstates it: a mean-field estimate in cc-pVDZ gives about 20 meV. The shift is negligible beside the gap of the unsplit pair. The coupling is not negligible where the gap closes: at $\delta=2\sqrt2\,K$ the lower singlet is one third ${}^1\Sigma_g^+$ and couples to the $M_S=0$ triplet component with strength $a/\sqrt3$.

At temperature $\Theta$, with Boltzmann constant $k_B$, the electronic weights of the three levels are $3$, $2e^{-2K/k_B\Theta}$ and $e^{-4K/k_B\Theta}$. At 1300 K, $k_B\Theta=0.112$ eV and the singlet fraction is $6.4\times10^{-6}$. The CASSCF gaps raise it to $1.3\times10^{-4}$, a factor of 20. At 300 K the two estimates are $1.2\times10^{-22}$ and $5.3\times10^{-17}$; other basis sets change them by up to about 7%. An error that looks moderate in the gap becomes large in a thermal population.

## Meaning for the onset of oxidation

The chosen bond length is close to that of free O$_2$, and 1300 K is a rough temperature for furnace oxidation of silicon. The measured excitations are roughly 1.0 and 1.6 eV, nearer to the CASSCF values than to $2K$ and $4K$. In thermal equilibrium, then, nearly all molecules arrive as triplets in both estimates. If the surface has zero spin before and after the reaction, and the product has zero spin too, a Hamiltonian without spin-dependent terms, such as spin-orbit coupling, cannot connect the two ends, because it conserves total spin. A real silicon surface need not meet this condition: dangling bonds and thermally excited carriers carry spin that can be exchanged with the molecule.

At contact, a surface can break the assumptions of degeneracy and of two electrons in the pair. The first can move the gap from 1.294 eV to zero within the model, as the proposition shows. The second, electron transfer from the solid, changes the set of states itself and is not estimated here. The theorem therefore applies to the molecule before contact, where it gives the order of the levels but overestimates the gaps. The spin gap alone does not fix an oxidation rate.
